Recursion levels and the constant tail in a local density of states

**What scaling and symmetry fix**

The recursion method replaces a crystal, seen from one orbital, by a chain of sites with levels aₙ and couplings bₙ. After N computed sites the chain must be continued somehow. The settings treated here are N and the two energies of a constant tail: every further level is a, every further coupling is b > 0.

Let t(E) be the Green function on the first site of the tail when it stands alone. It has the dimension of an inverse energy. A common shift of E and a leaves it unchanged, and b is then the one energy scale left. Hence

t(E) = f(x)/b, x = (E − a)/b.

The tail has one more symmetry: without its first site it is the same tail. Eliminating all sites beyond the first (derived below) gives t = 1/(E − a − b²t), or

f = 1/(x − f), so f² − xf + 1 = 0.

With x = 2cos θ the roots are e^(±iθ). I use the retarded function, G(E) = ⟨u₀|(E + i0 − H)⁻¹|u₀⟩, whose imaginary part is never positive. Therefore, for 0 < θ < π,

E = a + 2b cos θ, t = e^(−iθ)/b.

The tail has a continuous band from a − 2b to a + 2b. Outside it, t is real, and the root with |f| < 1 applies because t must fall as 1/E.

**From the Hamiltonian to the chain**

Let H be a real symmetric tight-binding matrix of finite range in orthonormal orbitals, and u₀ the chosen orbital. The local density of states (LDOS), per spin, is

n(E) = −Im G(E)/π = Σⱼ |⟨u₀|ψⱼ⟩|² δ(E − Eⱼ).

Starting with b₀ = 0, set aₙ = ⟨uₙ|H|uₙ⟩ and

bₙ₊₁uₙ₊₁ = (H − aₙ)uₙ − bₙuₙ₋₁,

where bₙ₊₁ > 0 normalizes the new vector. The right side is orthogonal to uₙ by the choice of aₙ. Its overlap with uₙ₋₁ is ⟨Huₙ₋₁|uₙ⟩ − bₙ = 0. For m < n − 1, Huₘ contains no vector beyond uₘ₊₁, so ⟨uₘ|Huₙ⟩ = 0 as well. H is thus tridiagonal in these vectors. If some b vanishes, the chain ends and no tail belongs there.

Each application of H reaches one hop further. N steps give a₀…aₙ up to index N − 1 and b₁…b_N, and they need every site within N hops. A cluster of that size gives the coefficients of the infinite crystal, apart from rounding.

Write gₙ = ⟨uₙ|(E + i0 − H)⁻¹|u₀⟩. Its equations are

(E − a₀)g₀ − b₁g₁ = 1,
(E − aₙ)gₙ − bₙgₙ₋₁ − bₙ₊₁gₙ₊₁ = 0 for n ≥ 1.

Put gₙ = bₙGₙgₙ₋₁. The second line becomes (E − aₙ − b²ₙ₊₁Gₙ₊₁)gₙ = bₙgₙ₋₁, so

Gₙ = 1/(E − aₙ − b²ₙ₊₁Gₙ₊₁), G = G₀.

Applied to the tail, this is the relation used at the start. The approximation consists of setting G_N = t.

**Why the result is positive**

Define p₀ = 1, b₁p₁ = E − a₀ and

bₙ₊₁pₙ₊₁ = (E − aₙ)pₙ − bₙpₙ₋₁.

Comparison with the recursion shows uₙ = pₙ(H)u₀. Let J be the N × N matrix of computed coefficients and e the unit vector of its last site. The first N amplitudes obey

M g = (1, 0, …, 0)ᵀ, M = E − J − b_N² t eeᵀ.

Multiply from the left by the row (p₀, …, p_N₋₁). By the polynomial recurrence, the row times E − J vanishes in every column but the last, where it gives b_N p_N. Therefore

b_N D g_N₋₁ = 1, D = p_N − b_N t p_N₋₁.

Next, multiply equation n by gₙ* and take imaginary parts. With Fₙ = bₙ Im(gₙ₋₁*gₙ), the rows n ≥ 1 give Fₙ = Fₙ₊₁, and row 0 gives F₁ = Im g₀. This is conservation of current along the chain. At its end, g_N = b_N t g_N₋₁, so

Im G = F_N = b_N²|g_N₋₁|² Im t = Im t/|D|².

Since Im t = −sin θ/b,

n(E) = sin θ/(πb |p_N − b_N e^(−iθ)p_N₋₁/b|²).

D cannot vanish inside the band. Its imaginary part is b_N p_N₋₁ sin θ/b, which vanishes only with p_N₋₁. If p_N vanished too, the recurrence run backwards would give p₀ = 0. So n is strictly positive inside the band, for any N and any b > 0. By the same argument a constant tail cannot reproduce a gap inside its band; a spectrum with an internal gap needs another tail.

A uniform chain is a useful limit. If all aₙ = a and bₙ = b, then pₙ = sin((n+1)θ)/sin θ and D = e^(iNθ). The LDOS is sin θ/(πb), a half-ellipse independent of N.

**What N guarantees: moments**

The moment μₖ = ⟨u₀|Hᵏ|u₀⟩ is a sum over closed walks of k steps on the chain, where a step either moves to a neighbour or stays and picks up a level. A walk of 2N steps can just reach site N and return, with no step left to pick up a_N. Moments 0 to 2N are therefore correct. Moment 2N + 1 contains one walk that stays once on site N, and its error is

b₁²b₂²…b_N²(a − a_N).

It vanishes only if the tail level equals the next true level. These statements refer to the whole LDOS, including any states outside the tail band.

Power moments are a weak numerical check, because in the variable y = (E − a)/2b this error carries a factor of about 2^(−2N). Chebyshev moments, the averages of Tₖ(y), remove that factor: the leading coefficient of T₂N₊₁ is 2^(2N), and the error becomes Π(bₙ/b)² (a − a_N)/(2b).

**What N guarantees: state counts**

Let I(E) be the integral of n up to E. Two non-negative densities that share moments 0 to 2N obey

|I₁(E) − I₂(E)| ≤ 1/K(E), K = Σₖ₌₀ᴺ pₖ(E)².

To prove it at E₀, first take p_N(E₀) ≠ 0. Add a site N with level E₀ − b_N p_N₋₁(E₀)/p_N(E₀). The enlarged matrix then has the eigenvalue E₀ with eigenvector (p₀, …, p_N), whose weight on u₀ is 1/K. Its N + 1 eigenvalues xⱼ and weights wⱼ reproduce moments 0 to 2N, by the walk argument.

Choose a polynomial U of degree at most 2N with U = 1 at every xⱼ ≤ E₀, U = 0 at every xⱼ > E₀, and U′ = 0 at every xⱼ except E₀. These are 2N + 1 conditions. If no xⱼ exceeds E₀, U = 1. Otherwise U′ has N prescribed zeros and, by Rolle's theorem, one more between neighbouring nodes of equal value, N − 1 in all. That exhausts its degree, 2N − 1. So U falls monotonically from E₀ to the next node, and elsewhere it only touches the values 1 and 0 from above. U lies on or above the step function that cuts at E₀. Setting the value at E₀ to 0 gives, in the same way, a polynomial below the step.

Shared moments give both densities the same two integrals, and these differ by the weight 1/K. Both counts lie between them. If p_N(E₀) = 0, approach E₀ from above; I is continuous from that side and K is continuous.

For a uniform chain, away from the band edges, replacing sin²((k+1)θ) by its mean ½ gives 1/K ≈ 2sin²θ/(N + 1). Halving the guaranteed error there thus takes about twice the levels. In three dimensions the cluster grows as N³ and the number of steps as N, so the work grows as N⁴.

**Choosing a and b**

Too narrow a tail splits states off its band. Above the band t falls from 1/b to 0 as E rises, so M increases with E, and each of its eigenvalues rises to +∞. Those still negative at the edge cross zero once, and each crossing is a split-off state. Their number is the number of eigenvalues of

J + (b_N²/b)eeᵀ

above a + 2b. Below the band t = −1/b at the edge, and one counts eigenvalues of J − (b_N²/b)eeᵀ below a − 2b. If v is the null vector of M at a crossing, the weight is v₀²/(vᵀM′v) > 0. Split-off states keep the LDOS non-negative, but they are false if the real spectrum has none there.

At fixed a, a larger b moves the edges out and weakens the added term, so the count cannot rise. Bisection then finds the least b without split-off states. At that value D vanishes at an edge. Near the upper one D is proportional to θ, while a + 2b − E ≈ bθ², so n diverges as the inverse square root of the distance to the edge. Widening b by one per cent removes the divergence.

For a, take the midpoint of the extreme eigenvalues of J. By the variational principle they lie within the true spectral limits. When several orbitals of one crystal are treated, use the extremes over all their chains and one common tail. A surface atom can share it if the surface merely removes sites: the reduced H then has no energies outside the bulk limits.

**Worked case: d states of rhodium**

The example is fcc rhodium, with five d orbitals per atom at energy zero and nearest-neighbour hopping. Along a bond, angular momentum about the bond is conserved. With M_d = (d·L)², where d is the unit bond vector and L is in units of ħ, the eigenvalues are 0, 1 and 4, and

T = σP₀ + πP₁ + δP₂,
P₀ = (M_d − 1)(M_d − 4)/4, P₁ = −M_d(M_d − 4)/3, P₂ = M_d(M_d − 1)/12.

The rough values σ = −0.84, π = 0.56 and δ = −0.14 eV give a d band about 7 eV wide. Cubic symmetry leaves two different bulk chains, for t₂g (three orbitals) and e_g (two).

The sum of μ₂ over the five orbitals is the number of neighbours times σ² + 2π² + 2δ² = 1.372 eV². This gives 16.46 eV² for 12 bulk neighbours and 10.98 eV² for the 8 neighbours of a (001) surface atom. The rms width about the d level at the surface is therefore √(8/12) = 0.816 times the bulk width.

With N = 12, a = −0.666 eV and the least b is 1.825 eV. The widened value, 1.01 × 1.825 = 1.843 eV, puts the band between −4.35 and 3.02 eV. Bloch diagonalization gives −4.34 to 3.01 eV. The rule does not guarantee that the tail band covers the spectrum: applied to the bulk chains with N = 6 it gives −4.26 to 2.97 eV, inside the true band.

Moments were compared with a 36 × 36 × 36 Bloch mesh and, for the surface, a slab of 13 layers with a 25 × 25 mesh. Walks of up to 24 hops cannot wind around either mesh or feel the far side of the slab, so both have the crystal's moments to that order. Chebyshev moments 0 to 24 agree within 5 × 10⁻¹⁶. Moment 25 of the bulk chains differs by 0.0065 (t₂g) and 0.0038 (e_g), as it should when a ≠ a_N.

Over 400 energies, the bulk state counts differ from the mesh by at most 0.0055 (t₂g) and 0.0045 (e_g) per orbital and spin. The largest bounds, 0.150 and 0.156, are roughly thirty times the largest differences, so the bound is far from being reached where it is largest. Near the band edges the bound itself is much smaller. At these energies the count for the atom therefore differs from the mesh by at most 2(3 × 0.0055 + 2 × 0.0045) = 0.051 electrons. Divided by the density of states at the Fermi level, 1.93 per eV and atom for both spins, this suggests an error of up to about 0.03 eV in that level. For eight d electrons the recursion gives 1.870 eV and the mesh 1.868 eV. The mesh is not exact either: other meshes move its Fermi level by up to 0.003 eV, and one about thirty times denser changes the largest count differences to 0.0052 and 0.0048. The point density 1.93 varies between 1.90 and 1.93 for N = 12, 20 and 32.

Local values are less secure. Averaged over ±0.15 eV around −2 eV, the recursion gives 1.81 per eV and atom and the mesh 1.86, a deficit of 3%. A uniform chain of N sites has mid-band levels about 2πb/(N + 1) = 0.89 eV apart, which is a fair scale below which the moments alone do not fix structure.

Positivity is not a property of the moments alone. A Chebyshev series cut after the same moments, (1 + 2Σ⟨Tₖ⟩cos kθ)/(2πb sin θ), falls to −0.032 per eV for t₂g. The terminated LDOS stays positive at all sampled energies. A tail with b = 1.60 eV shows the other fault: on the t₂g chain it splits off four states with total weight 0.067 and leaves 0.933 in the band. An explicit chain with 800 tail sites gives the same number and weight.

**The surface, and the real metal**

With unshifted levels and the bulk Fermi level, a surface atom holds 8.94 d electrons in both the recursion and the slab. The excess of 0.94 violates neutrality. Dividing by the surface density of states, 1.81 per eV and atom, gives an upward level shift of about 0.5 eV. That is a rigid-LDOS estimate, and the density in it falls to 1.76 at N = 18. In a 12-layer slab at the bulk Fermi level, a shift of 0.52 eV overshoots to about 7.8 electrons; eight are reached near 0.44 eV, while the second layer drops to between 7.8 and 7.9. The shift is too large to ignore, so the surface level should be adjusted and the recursion repeated. A shifted surface layer may have genuine states outside the bulk band. Because the layer is periodic, they form a continuous band along the surface, which the bulk tail would replace by separate levels. The tail must then cover the whole spectrum of the shifted surface, with limits taken for instance from a slab; if a gap separates the surface band from the bulk band, a constant tail does not suffice. A single shifted atom is different: it can bind discrete states, and there one keeps the bulk tail and accepts them as split-off states. In a 5 nm film with lattice constant 0.38 nm, the two surface layers hold 0.38/5 = 7.6% of the atoms.

Rhodium is a candidate for narrow interconnects, but its Fermi-level states are not purely d-like. Adding an s band with rough parameters and nine electrons in all raises the averaged d density of states at the Fermi level from 1.94 to 2.69 per eV and atom, or 39%. The d count becomes 8.6, well above the assumed eight, so the change mixes hybridization with filling and depends on the chosen s level, here 6 eV. Moving that level from 7 eV to 1 eV takes the d density from 2.76 to 2.24 and the d count from 8.7 to 8.1, and the mesh alone shifts the 39% by up to 3 points. These figures describe the rough model and do not predict the density of states of real rhodium. This is the largest computed correction to the bulk value. Second neighbours, with hopping scaled as the inverse fifth power of distance, lower it by 5%. Spin-orbit coupling of 0.15 eV changes it by less than 1%, as does thermal smearing at 378 K.

Atomic vibration at 378 K, in a high-temperature Debye estimate with independent neighbours, is 4.8 pm per axis. With the same distance law it spreads the hoppings by 5√2 × 4.8/269 ≈ 13%; its effect on the LDOS was not computed. Nor does the LDOS give a line's resistivity, which also needs velocities and scattering rates.

**Setting the levels in practice**

- Choose N from the quantity wanted. For this single band without an internal gap, N = 12 sufficed for the Fermi level to a few hundredths of an eV. Narrow peaks need more levels, and their convergence should be followed directly.
- Enlarge the cluster with N. Sites missing within N hops change the coefficients, and the moment guarantee then refers to the cluster.
- Count split-off states after each change of N, a or b. If the Hamiltonian can bind none, widen the tail. For a single impurity, fix the band from the bulk and keep the bound states; for a shifted surface layer, let the tail cover the surface band as well.
- Do not take positivity as a sign of accuracy, since it holds even for a poor tail. Compare state counts at two values of N, or with diagonalization where that is affordable.

The coefficients and the energy-resolved values are in the numerical output.

Numbers as computed

```
levels N = 12; d electrons per atom = 8
dd sigma, pi, delta = -0.84, 0.56, -0.14 eV
bulk t2g a_0.. 0.0000 -0.4552 -0.6926 -1.0632 -0.7065 -0.8651 eV
bulk t2g   ... -0.7188 -0.8390 -0.7165 -0.7888 -0.6838 -0.7039 eV
bulk t2g b_1.. 1.8626 1.5655 1.8637 1.7072 1.7173 1.8260 eV
bulk t2g   ... 1.7792 1.7454 1.8248 1.7921 1.8184 1.8443 eV
bulk eg a_0.. 0.0000 -0.4009 -0.6083 -0.5121 -0.5285 -0.5207 eV
bulk eg   ... -0.4378 -0.6152 -0.4607 -0.6715 -0.5300 -0.6331 eV
bulk eg b_1.. 1.7402 1.6235 1.7612 1.7590 1.7217 1.7772 eV
bulk eg   ... 1.7910 1.7310 1.8026 1.7867 1.8288 1.8297 eV
tail a = -0.6655 eV, b = 1.8435 eV, least b = 1.8252 eV
tail band -4.352 to 3.021 eV
Bloch band -4.340 to 3.010 eV, width 7.350 eV
chain: moment error 0..2N, error 2N+1, count error, largest bound
bulk t2g: 2.8e-16 6.5e-03 0.0055 0.1498
bulk eg: 2.8e-16 3.8e-03 0.0045 0.1561
surf xy: 3.7e-16 6.7e-03 0.0083 0.1644
surf yz,zx: 3.3e-16 2.1e-03 0.0145 0.1994
surf x2-y2: 3.6e-16 1.8e-03 0.0086 0.1838
surf 3z2-r2: 4.9e-16 2.8e-03 0.0159 0.2208
bulk t2g mu_4: LDOS 21.256113, Bloch 21.256113 eV^4
least LDOS, all chains, edges cut: 4.39e-07 /eV
least value, truncated series, bulk t2g: -3.22e-02 /eV
narrow tail b = 1.6010 eV on bulk t2g:
  split-off states 4, weight 0.06669, band weight 0.93331
summed mu_2: bulk 16.4640, surface 10.9760 eV^2
rms width ratio surface/bulk = 0.8165
E (eV): bulk LDOS, bulk mean, Bloch mean, surface LDOS (/eV/atom)
 -4: 0.139 0.155 0.154 0.021
 -3: 0.674 0.677 0.672 0.351
 -2: 1.790 1.805 1.855 1.710
 -1: 1.196 1.205 1.183 1.801
  0: 1.686 1.658 1.632 3.074
  1: 1.940 1.926 1.912 2.390
  2: 1.945 1.985 1.968 1.632
half window of the means = 0.15 eV
Fermi level: recursion 1.8703, Bloch 1.8679 eV
DOS at Fermi level: bulk 1.929, surface 1.807 /eV/atom
mean DOS there: recursion 1.942, Bloch 1.943 /eV/atom
surface d electrons: recursion 8.942, slab 8.937
surface level shift for neutrality, rigid estimate 0.521 eV
surface atoms in a 5.0 nm film: 7.6 % (a = 0.38 nm)
neglected effects: Fermi level (eV), mean d DOS (/eV/atom)
  second neighbours: 1.810, 1.852
  s band: 2.260, 2.692; d electrons 8.627
    s level 6.0, ss -0.9, sd -0.7 eV; 9 electrons in all
  spin-orbit 0.15 eV: 1.877, 1.937
  378 K: kT = 0.0326 eV, thermal DOS 1.936 /eV/atom
  vibration (Debye 480 K): 4.82 pm per axis, hopping spread 12.7 %
```
